# Detectivity of a pyroelectric detector limited by dielectric-loss noise

## 1. What dimensions and linearity already fix

A pyroelectric plate turns modulated radiation into heat, heat into a change of polarization, and that change into a current. The detectivity is \(D^*=\sqrt A/\mathrm{NEP}\), where \(A\) is the area and NEP is the signal power that equals the noise in a bandwidth of 1 Hz. Its SI unit is \(\mathrm{m\,Hz^{1/2}\,W^{-1}}=\mathrm{m\,s^{1/2}\,J^{-1}}\).

Suppose that the noise is the thermal noise of the plate's dielectric loss. The available quantities are then

- the pyroelectric coefficient \(p\), in C m⁻² K⁻¹;
- the heat capacity per volume \(c\), in J m⁻³ K⁻¹;
- the permittivity \(\varepsilon_0\varepsilon\), in C² J⁻¹ m⁻¹;
- the thermal energy \(kT\), the angular frequency \(\omega\) and the thickness \(d\);
- two pure numbers, the loss tangent \(\tan\delta\) and the absorbed fraction \(\eta\).

The area drops out. If \(N\) equal plates share the light and are joined in parallel, the current per total watt is unchanged, while the noise powers add. NEP therefore grows as \(\sqrt A\), and \(D^*\) stays fixed.

The signal is linear in \(p\), and dielectric-loss noise does not contain \(p\), so \(D^*\propto p\). The kelvin cancels only in \(p/c\), and the coulomb then requires one factor \((\varepsilon_0\varepsilon)^{-1/2}\). The product \(p/(c\sqrt{\varepsilon_0\varepsilon})\) has the unit \(\mathrm{m^{3/2}J^{-1/2}}\). Multiply it by \((kT)^\alpha\omega^\beta d^\gamma\) and match units:

\[
-\tfrac12+\alpha=-1,\qquad -\beta=\tfrac12,\qquad \tfrac32+\gamma=1 .
\]

All three exponents are \(-\tfrac12\). The signal is proportional to \(\eta\), and the noise power is proportional to the loss, so

\[
D^*=\text{number}\times\frac{\eta\,p}{c\sqrt{\varepsilon_0\varepsilon\tan\delta}}\,\frac{1}{\sqrt{kT\omega d}} .
\]

The physics below supplies the number, justifies the assumptions about signal and noise, and shows where they fail.

## 2. Charge and current

Let \(x\) run through the plate from the front electrode at \(0\) to the back electrode at \(d\). Its direction is chosen so that the polarization along \(x\) rises with temperature, which makes \(p\) positive. For a small temperature change \(\theta(x,t)\) and a small field \(E(x,t)\), the change of electric displacement is

\[
D=\varepsilon_0\varepsilon E+p\,\theta .
\]

Here \(\varepsilon\) is taken at constant temperature, and \(p\), \(\varepsilon\) and \(c\) are uniform. There is no free charge inside, so \(\partial D/\partial x=0\). Average over the thickness. With \(V=\int_0^dE\,dx\),

\[
D=\varepsilon_0\varepsilon\frac Vd+p\langle\theta\rangle .
\]

The front electrode carries the charge \(AD\), and the current into it is

\[
I=C\frac{dV}{dt}+pA\frac{d\langle\theta\rangle}{dt},\qquad C=\frac{\varepsilon_0\varepsilon A}{d}.
\]

The temperature enters through its mean alone.

## 3. Heat balance and responsivity

Let the absorbed power \(\eta W\) enter at the front face, and let each face lose heat \(h\theta\) per area. All signals vary as \(e^{i\omega t}\), and \(W\) and \(I\) are rms values of the modulated component. With thermal conductivity \(K\) and the terminals shorted,

\[
i\omega c\,\theta=K\theta'',\qquad
-K\theta'(0)+h\theta(0)=\frac{\eta W}{A},\qquad
K\theta'(d)+h\theta(d)=0 .
\]

Integrate the first equation over \(x\) and insert the boundary conditions:

\[
i\omega cd\langle\theta\rangle=K[\theta'(d)-\theta'(0)]
=\frac{\eta W}{A}-h[\theta(0)+\theta(d)] .
\]

Conduction inside the plate moves heat about but does not change the total. If the surface loss is small beside the absorbed flux,

\[
\langle\theta\rangle=\frac{\eta W}{i\omega cAd}.
\]

For a nearly uniform temperature this condition reads \(\omega\tau_T\gg1\), where \(\tau_T=H/G_T\), \(H=cAd\) and \(G_T=2hA\). The short-circuit current is

\[
I=i\omega pA\langle\theta\rangle=\frac{\eta p}{cd}W,\qquad
R_I=\frac{\eta p}{cd}.
\]

The factor \(\omega\) from the time derivative cancels the \(1/\omega\) of the heating, so the responsivity \(R_I\) is flat in frequency. A uniform temperature is not required.

## 4. Noise of the dielectric loss

With the convention \(e^{i\omega t}\), loss changes \(\varepsilon\) into \(\varepsilon(1-i\tan\delta)\). The admittance becomes

\[
Y=i\omega C(1-i\tan\delta)=i\omega C+\omega C\tan\delta ,
\]

so the loss acts as a conductance \(G_d=\omega C\tan\delta\). It depends on frequency, and its noise therefore needs a derivation that allows for this.

Join the element, at temperature \(T\), to a lossless inductor \(L\) and a lossless capacitor \(C_r\), all in parallel. Choose \(C_r\) so large that the element's own capacitance is negligible. The resonance lies at \(\omega_0=1/\sqrt{LC_r}\), where

\[
\frac{d}{d\omega}\left(\omega C_r-\frac{1}{\omega L}\right)=C_r+\frac{1}{\omega_0^2L}=2C_r .
\]

Close to resonance the total admittance is thus \(G+2iC_r(\omega-\omega_0)\), with \(G=G(\omega_0)\). Let the element's noise current have the one-sided spectrum \(S_I\), in A²/Hz. The resonance is narrow, so \(S_I\) is constant across it. With \(df=d\omega/2\pi\) and \(\nu=\omega-\omega_0\),

\[
\langle V^2\rangle=\frac{S_I}{2\pi}\int_{-\infty}^{\infty}\frac{d\nu}{G^2+4C_r^2\nu^2}
=\frac{S_I}{2\pi}\,\frac{\pi}{2C_rG}=\frac{S_I}{4C_rG}.
\]

Equipartition gives \(\tfrac12C_r\langle V^2\rangle=\tfrac12kT\). Hence

\[
S_I(\omega_0)=4kT\,G(\omega_0).
\]

The choice of \(L\) sets \(\omega_0\), so the result holds at any frequency with \(\hbar\omega\ll kT\). Only the loss tangent at the working frequency matters.

A microscopic test used dipoles that hop thermally among five states. The noise was computed from their equilibrium correlations, and the conductance from their response to a field. The ratio \(S_I/(4kTG)\) was 1 to within one part in \(10^5\).

## 5. The detectivity

Signal and noise currents flow through the same impedance \(Z\). The signal voltage is \(|Z|R_IW\) and the noise voltage is \(|Z|\sqrt{S_I}\), so \(Z\) cancels from their ratio. Setting the ratio to one in 1 Hz gives

\[
\mathrm{NEP}=\frac{\sqrt{4kT\omega C\tan\delta}}{R_I}
=\frac{cd}{\eta p}\sqrt{\frac{4kT\omega\,\varepsilon_0\varepsilon A\tan\delta}{d}} .
\]

Divide \(\sqrt A\) by this and use \(\sqrt d/d=1/\sqrt d\):

\[
\boxed{D^*=\frac{\eta\,p}{c\sqrt{4kT\omega d\,\varepsilon_0\varepsilon\tan\delta}}
=\frac{\eta F_D}{\sqrt{4kT\omega d}},\qquad
F_D=\frac{p}{c\sqrt{\varepsilon_0\varepsilon\tan\delta}}}
\]

The number left open in section 1 is \(\tfrac12\). At fixed \(\eta\), \(T\), \(\omega\) and \(d\), the detectivity is proportional to \(p/(c\sqrt{\varepsilon\tan\delta})\).

What is held fixed matters. Suppose that each material is instead given the thickness that yields the same capacitance per area \(C_A\). Then \(d=\varepsilon_0\varepsilon/C_A\), and

\[
D^*=\frac{\eta p}{c\,\varepsilon_0\varepsilon}\sqrt{\frac{C_A}{4kT\omega\tan\delta}} .
\]

The ranking now follows \(p/(c\,\varepsilon\sqrt{\tan\delta})\), which penalizes a large permittivity more strongly.

## 6. The electrocaloric effect sets a floor

The formula diverges as \(\tan\delta\to0\), so another noise must take over. It comes from the inverse of the pyroelectric effect. Let \(u\) and \(s\) be energy and entropy per volume. The free energy \(f=u-Ts-ED\) obeys \(df=-s\,dT-D\,dE\), and equality of the mixed derivatives gives

\[
\left(\frac{\partial s}{\partial E}\right)_T=\left(\frac{\partial D}{\partial T}\right)_E=p .
\]

For a nearly uniform temperature, multiply by the volume \(Ad\) and use \(E=V/d\). The entropy change of the plate is \(dS=(H/T)\,d\theta+pA\,dV\). The heat supplied, \(T\,dS/dt\), equals \(\eta W-G_T\theta\), so

\[
(G_T+i\omega H)\theta=\eta W-i\omega TpA\,V .
\]

Set \(W=0\) and insert \(\theta\) into \(I=i\omega CV+i\omega pA\theta\). Since \(i\omega\cdot(-i\omega)=\omega^2\),

\[
I=\left[i\omega C+\frac{\omega^2p^2A^2T}{G_T+i\omega H}\right]V .
\]

The real part of the second term is an additional loss conductance,

\[
G_{ec}=\frac{\omega^2p^2A^2T\,G_T}{G_T^2+\omega^2H^2}.
\]

Its Johnson noise can be recognized. Canonical energy fluctuations give \(\langle\theta^2\rangle=kT^2/H\), and they decay as \(e^{-t/\tau_T}\). The temperature spectrum is therefore

\[
S_\theta=\frac{4kT^2}{H}\int_0^\infty e^{-t/\tau_T}\cos\omega t\,dt
=\frac{4kT^2}{H}\,\frac{\tau_T}{1+\omega^2\tau_T^2}
=\frac{4kT^2G_T}{G_T^2+\omega^2H^2}.
\]

The resulting current noise is \(\omega^2p^2A^2S_\theta=4kTG_{ec}\). Temperature-fluctuation noise and the Johnson noise of electrocaloric loss are one noise, to be counted once.

For \(\omega\tau_T\gg1\), \(G_{ec}\) tends to \(p^2A^2TG_T/H^2\). Dividing by \(\omega C\) gives the equivalent loss tangent

\[
\tan\delta_{ec}=\frac{\kappa}{\omega\tau_T},\qquad \kappa=\frac{Tp^2}{c\,\varepsilon_0\varepsilon}.
\]

For a bare plate, the boxed result therefore requires \(\tan\delta\gg\kappa/(\omega\tau_T)\). In the same limit the imaginary part lowers the capacitance from \(C\) to \(C(1-\kappa)\), its adiabatic value.

This also limits the gain from thinning the plate. At fixed \(h\), \(\tau_T=cd/(2h)\) falls with \(d\), and the power of temperature noise grows relative to that of loss noise as \(1/d\), as long as \(\omega\tau_T\gg1\) still holds. Once thinning brings \(\omega\tau_T\) near one, this law and the flat responsivity both fail.

## 7. Noise from the circuit

A load resistor \(R_L\) at the same temperature adds \(4kT/R_L\). An amplifier with voltage noise \(e_n\) adds \(e_n^2|Y_{tot}|^2\), where \(Y_{tot}\) includes the load and the input capacitance. A gate leakage current \(I_g\) adds shot noise \(2eI_g\). For independent sources,

\[
D^*_{tot}=\frac{D^*}{\sqrt{1+r}},\qquad
r=\frac{1}{R_LG_d}+\frac{G_{ec}}{G_d}+\frac{e_n^2|Y_{tot}|^2+2eI_g}{4kTG_d}.
\]

If the load resistor dominates,

\[
D^*=\frac{\sqrt A\,R_I}{\sqrt{4kT/R_L}}=\frac{\eta p}{cd}\sqrt{\frac{AR_L}{4kT}} .
\]

Permittivity, loss tangent and frequency have disappeared, and the area has returned. A material chosen by \(F_D\) need not be the best one in this regime.

## 8. Worked example

Take a suspended plate with rough typical values for single-crystal lithium tantalate: \(p=180\) µC m⁻² K⁻¹, \(c=3.2\) J cm⁻³ K⁻¹, \(\varepsilon=45\) and \(\tan\delta=0.003\). The plate is 20 µm thick with an area of 4 mm², and \(\eta=0.9\), \(T=300\) K, \(f=100\) Hz. The responsivity is

\[
R_I=\frac{0.9\times1.80\times10^{-4}}{3.2\times10^{6}\times2.0\times10^{-5}}
=2.53\times10^{-6}\ \mathrm{A/W}.
\]

The capacitance is 79.7 pF, and \(1/G_d=6.66\) GΩ. The noise current is

\[
\sqrt{S_I}=\sqrt{\frac{4\times1.381\times10^{-23}\times300}{6.66\times10^{9}}}
=1.58\times10^{-15}\ \mathrm{A\,Hz^{-1/2}} .
\]

The NEP is the ratio of these two numbers, \(6.23\times10^{-10}\) W Hz⁻¹ᐟ². With \(\sqrt A=0.2\) cm,

\[
D^*=\frac{0.2}{6.23\times10^{-10}}=3.21\times10^{8}\ \mathrm{cm\,Hz^{1/2}\,W^{-1}} .
\]

**Heat flow.** Take \(h=250\) W m⁻² K⁻¹, roughly the conduction through 0.1 mm of still air at each face. Then \(\tau_T=0.128\) s and \(\omega\tau_T=80\), so the thermal condition holds. Solving the heat equation with \(K=4\) W m⁻¹ K⁻¹ gives a front-to-back temperature ratio of 1.005 at 100 Hz and 11.9 at 10 kHz. The electrocaloric heat of the internal field that a non-uniform temperature sets up is omitted from that equation; it lowers the second value to 11.6 and leaves the mean temperature unchanged. With constant \(h\) the responsivity agrees with \(\eta p/(cd)\) to 0.03% in both cases, which confirms that uniform heating is not needed in a bare plate. A constant \(h\) ignores the heat capacity of the air. With the air gaps treated as conducting layers the deviation is about 0.15% at both frequencies, and at 10 kHz the temperature noise is about four times the constant-\(h\) value, though still only 0.1% of the loss noise power.

**Noise budget.** For \(R_L=100\) GΩ, \(e_n=5\) nV Hz⁻¹ᐟ², an input capacitance of 5 pF and \(I_g=0.1\) pA, the noise powers relative to loss noise are 6.7% from the load, 3.2% from temperature fluctuations, 2.8% from the amplifier and 1.3% from leakage. Their sum is \(r=0.139\), and

\[
D^*_{tot}=\frac{3.21\times10^8}{\sqrt{1.139}}=3.01\times10^8\ \mathrm{cm\,Hz^{1/2}\,W^{-1}},
\]

6% below the loss-limited value. The electrocaloric coupling is \(\kappa=0.0076\), so the adiabatic capacitance is 0.8% below the isothermal one.

**A better crystal.** Lower \(\tan\delta\) to 0.001 and hold all else fixed. The loss-limited \(D^*\) rises by \(\sqrt3=1.73\), but \(r\) triples to 0.417. The total rises by \(\sqrt3\,\sqrt{1.139/1.417}=1.55\).

**Loss of the scaling law.** A model that couples heat flow and circuit, with amplifier and leakage noise left out, gives \(D^*\propto\varepsilon^{-0.455}\) for the 100 GΩ load, already slightly weaker than the ideal \(-0.5\). With 100 MΩ the exponent is \(-0.007\): the load dominates, and the permittivity hardly matters.

**A larger \(p\).** Rough values for a modified lead zirconate ceramic are \(p=380\) µC m⁻² K⁻¹, \(c=2.5\) J cm⁻³ K⁻¹, \(\varepsilon=290\) and \(\tan\delta=0.003\). At equal thickness, frequency, temperature and absorption, the ratio of loss-limited detectivities is

\[
\frac{380}{180}\times\frac{3.2}{2.5}\times\sqrt{\frac{45}{290}}=1.06 .
\]

The coefficient \(p\) is 2.11 times larger and the lower heat capacity adds a factor of 1.28, but the larger permittivity costs a factor of 2.54. With equal heat capacities the ceramic would be the worse choice, as long as dielectric loss dominates the noise.

## 9. Beside real detectors

The material values are rough, and the loss tangent in particular varies with crystal quality and frequency. A detectivity of a few \(10^8\) cm Hz¹ᐟ² W⁻¹ is of the order expected of a room-temperature single-crystal pyroelectric detector. Real devices break the assumption that loss noise acts alone; for the circuit above this costs 6%. The example also leaves out the heat capacity and thermal resistance of an absorbing coating. With the same surface losses, a black layer 5 µm thick with a heat capacity of 1.5 J cm⁻³ K⁻¹ and a conductivity of 0.2 W m⁻¹ K⁻¹ would lower the signal by 11% at 100 Hz and by 85% at 10 kHz if the light is absorbed at its outer surface; absorption spread evenly through the layer gives 11% and 75%. Heat flowing in and out of the layer also adds dissipation, which raises the power of the temperature noise by about 15% at 100 Hz, or by 46% relative to the reduced signal power. At 10 kHz the rise is a factor of about 170, which brings temperature noise to about 5% of the loss noise power. The responsivity of a coated plate is flat only between two limits: \(\omega\tau_T\) must be large, and heat must cross the coating quickly compared with the modulation period.

Two disturbances from outside, vibration and ambient drift, can exceed the detector's own noise. Lithium tantalate is also piezoelectric. Suppose that the plate were supported over one face and shaken along its normal with acceleration \(a\). Its inertia would produce a mean stress \(\rho ad/2\) and a current \(\omega d_{33}A\rho ad/2\). With a density \(\rho=7.5\) g cm⁻³ and a rough \(d_{33}=8\) pC/N, about 0.11 \(g\) rms at 100 Hz equals the loss noise in 1 Hz. The estimate treats the plate as laterally free. A support that clamps it laterally replaces \(d_{33}\) by the smaller ratio \(e_{33}/c_{33}\) of piezoelectric stress constant to elastic stiffness, and the constants are rough, so the threshold is best read as 0.1 to 0.2 \(g\). The bending of a suspended plate is not included.

Slow ambient drift drives a current \(pA\,dT/dt\) through the load. At 1 K per minute, sustained for much longer than \(R_LC\approx8\) s, the offset across 100 GΩ is 1.2 V, which may upset the amplifier's bias. A load of 10 GΩ cuts it to 0.12 V but raises the load noise to 67% of the loss noise.

The last comparison is with radiation. Refer temperature noise to the input for \(\omega\tau_T\gg1\) and \(\eta=1\): \(\mathrm{NEP}=\omega H\sqrt{S_\theta}=\sqrt{4kT^2G_T}\). If heat leaves only as radiation from one black face, \(G_T=4\sigma T^3A\), with \(\sigma\) the Stefan–Boltzmann constant, and

\[
D^*_{rad}=\frac{1}{\sqrt{16\sigma kT^5}}=1.8\times10^{10}\ \mathrm{cm\,Hz^{1/2}\,W^{-1}}
\]

at 300 K. The example lies a factor of 60 below this limit. Further values are listed in the numerical output.

## Computed values

```
pyroelectric coefficient p: 180 uC/(m2 K)
heat capacity c: 3.2 J/(cm3 K)
relative permittivity: 45
loss tangent: 0.003
thickness: 20 um
area: 4 mm2
absorbed fraction: 0.9
temperature: 300 K
modulation frequency: 100 Hz
thermal conductivity: 4 W/(m K)
heat loss per face: 250 W/(m2 K)
load resistance: 100 GOhm
amplifier input capacitance: 5 pF
amplifier voltage noise: 5 nV/sqrt(Hz)
gate leakage: 0.1 pA
element capacitance: 79.69 pF
loss resistance: 6.657 GOhm
thermal time constant: 0.128 s
omega times thermal time: 80.42
responsivity, formula: 2.5312 uA/W
responsivity, profile 100 Hz: 2.5305 uA/W
responsivity, profile 10 kHz: 2.5308 uA/W
front/back temperature, 100 Hz: 1.005
front/back temperature, 10 kHz: 11.93
loss noise current: 1.578 fA/sqrt(Hz)
merit F_D: 5.145 1e-5 Pa^(-1/2)
NEP, loss-limited: 0.6232 nW/sqrt(Hz)
D*, loss-limited: 3.209 1e8 cm sqrt(Hz)/W
D*, coupled model: 3.061 1e8 cm sqrt(Hz)/W
D*, all listed noises: 3.007 1e8 cm sqrt(Hz)/W
load noise / loss noise power: 6.66 %
temperature noise / loss noise power: 3.16 %
amplifier noise / loss noise power: 2.8 %
leakage noise / loss noise power: 1.29 %
electrocaloric coupling kappa: 0.007624
adiabatic/isothermal capacitance: 0.99238
ideal exponents: p 1.000, c -1.000, eps -0.500, tan -0.500, d -0.500, omega -0.500, area 0.000
permittivity exponent, 100 GOhm load: -0.455
permittivity exponent, 100 MOhm load: -0.0074
hopping noise / (4 kT G): 1
resonator energy / equipartition: 0.999948
ceramic p: 380 uC/(m2 K)
ceramic c: 2.5 J/(cm3 K)
ceramic relative permittivity: 290
ceramic loss tangent: 0.003
ceramic merit F_D: 5.477 1e-5 Pa^(-1/2)
ceramic/crystal p ratio: 2.11
ceramic/crystal D* ratio: 1.06
D*, radiation limit, one black face: 1.81 1e10 cm sqrt(Hz)/W
density: 7.5 g/cm3
piezoelectric coefficient: 8 pC/N
vibration equal to noise in 1 Hz: 0.11 g rms
load offset for 1 K/min drift: 1.2 V
```
